\section*{WHAM from Maximum Likelihood and Its Relation to the Multistate Bennett Estimator}

\section{Setting and result}

Several molecular dynamics runs sample the same system, each with a different bias potential $W_k(\xi)$ acting on a collective variable $\xi$. The weighted histogram analysis method (WHAM) combines their histograms into one unbiased distribution. The multistate Bennett acceptance ratio estimator (MBAR) does the same from the individual samples. Both are solutions of one maximum-likelihood problem, and they coincide when each bias is constant within every bin.

Let $U$ be the potential energy of the nuclei, for example the Born--Oppenheimer energy from one fixed electronic-structure method, and let $\beta=1/k_{\rm B}T$. The assumptions are these.

(A1) All $K$ runs use the same $U$ and $T$ and sample the canonical distribution of $U+W_k$.

(A2) Run $k$ supplies a fixed number $N_k\ge 1$ of independent samples.

(A3) The reduced biases $b_k=\beta W_k$ are finite wherever they are evaluated.

The pooled samples are $x_s$, $s=1,\dots,N$, with $N=\sum_kN_k$, and $b_k(x_s)$ means $b_k(\xi(x_s))$. The range of $\xi$ is divided into bins $j$. Run $k$ puts $n_{kj}$ samples in bin $j$, and $M_j=\sum_kn_{kj}$ is the pooled count. A number $b_{kj}$ represents bias $k$ in bin $j$.

\paragraph{Theorem.} (i) The unbiased bin probabilities $p_j$ that maximize the likelihood of the histograms are the unique solution of the WHAM equations
\begin{align}
p_j&=\frac{M_j}{\sum_kN_k\,e^{g_k-b_{kj}}},\label{wham1}\\
e^{-g_k}&=\sum_jp_j\,e^{-b_{kj}},\qquad \sum_jp_j=1.\label{wham2}
\end{align}

(ii) If the unbiased distribution is instead represented by a weight $w_s$ on each pooled sample, maximum likelihood gives the MBAR equations
\begin{align}
w_s&=\frac{1}{\sum_kN_k\,e^{g_k-b_k(x_s)}},\label{mbar1}\\
e^{-g_k}&=\sum_sw_s\,e^{-b_k(x_s)},\qquad \sum_sw_s=1.\label{mbar2}
\end{align}

(iii) If $b_k(x_s)=b_{kj}$ for every sample $s$ in bin $j$, both problems have the same $g_k$, and $p_j=\sum_{s\in j}w_s$.

(iv) For fixed data, biases with bounded slope and $b_{kj}$ taken at bin centres, the $g_k$ of WHAM differ from those of MBAR by at most $Ch$ once the bin width $h$ is small enough. The constant $C$ depends on the data.

The number $g_k$ estimates $\beta(F_k-F_0)$, where $F_k$ is the free energy of the system with bias $k$ and $F_0$ that of the unbiased system. The free-energy profile follows from $-k_{\rm B}T\ln p_j$, up to a constant, for bins of equal width.

\section{The likelihood of biased histograms}

\paragraph{Lemma 1.} Apart from terms independent of $p$, the log-likelihood is
\begin{equation}
\ell(p)=\sum_jM_j\ln p_j-\sum_kN_k\ln Z_k,\qquad
Z_k=\sum_jp_je^{-b_{kj}}.\label{loglik}
\end{equation}

\paragraph{Proof.} Let $\rho(\xi)$ be the normalized unbiased density of $\xi$. The bias multiplies the Boltzmann factor by $e^{-b_k(\xi)}$, which depends on the configuration through $\xi$ alone. The biased density is therefore proportional to $\rho\,e^{-b_k}$. With $p_j=\int_j\rho\,d\xi$, the probability that a sample of run $k$ falls in bin $j$ is
\begin{equation}
P_{kj}=\frac{\int_j\rho\,e^{-b_k}d\xi}{\sum_i\int_i\rho\,e^{-b_k}d\xi}
=\frac{p_je^{-b_{kj}}}{Z_k},\qquad
e^{-b_{kj}}=\frac{1}{p_j}\int_j\rho\,e^{-b_k}d\xi .\label{average}
\end{equation}
This average requires the unknown shape of $\rho$ inside the bin. Replacing it by the value at the bin centre is an approximation, examined in Section 5. For given $b_{kj}$, independent samples have the multinomial likelihood
\begin{equation}
L=\prod_k\frac{N_k!}{\prod_jn_{kj}!}\prod_jP_{kj}^{\,n_{kj}} .
\end{equation}
Its logarithm is
\begin{equation}
\ln L=\text{const}+\sum_{kj}n_{kj}\left(\ln p_j-b_{kj}-\ln Z_k\right).
\end{equation}
The term with $b_{kj}$ alone does not contain $p$. In the first term the sum over $k$ gives $M_j$; in the last, the sum over $j$ gives $N_k$. This is Eq.~\eqref{loglik}. $\square$

Once the $N_k$ are known, the histograms enter the estimate of $p$ through the pooled counts $M_j$ alone. It does not matter which run contributed a given count.

\paragraph{Lemma 2.} The function $\ell$ has a maximum, unique up to a common factor in $p$. Normalized to $\sum_jp_j=1$, it is the unique solution of Eqs.~\eqref{wham1} and \eqref{wham2}.

\paragraph{Proof.} Under $p_j\to\lambda p_j$ the function changes by $(\sum_jM_j-\sum_kN_k)\ln\lambda=0$. The maximum can therefore be sought without a normalization constraint, and $p$ normalized afterwards.

If $M_j=0$, then $p_j$ enters through the $Z_k$ alone. Lowering it to zero lowers every $Z_k$ and raises $\ell$, so an empty bin has $p_j=0$, as Eq.~\eqref{wham1} states. From here on $j$ runs over occupied bins, where $M_j\ge1$.

Set $u_j=\ln p_j$. Since $\partial\ln Z_k/\partial u_j=p_je^{-b_{kj}}/Z_k=P_{kj}$,
\begin{align}
\frac{\partial\ell}{\partial u_j}&=M_j-\sum_kN_kP_{kj},\label{grad}\\
\frac{\partial^2\ell}{\partial u_i\partial u_j}&=-\sum_kN_k\left(P_{kj}\delta_{ij}-P_{ki}P_{kj}\right).
\end{align}
For any vector $v$ the second derivative along $v$ is
\begin{equation}
-\sum_kN_k\Big[\sum_jP_{kj}v_j^2-\Big(\sum_jP_{kj}v_j\Big)^2\Big]\le0 .
\end{equation}
The bracket is the variance of $v_j$ under the probabilities $P_{kj}$. These are all positive because the biases are finite, so the variance vanishes only if all $v_j$ are equal. Hence $\ell$ is concave, and strictly concave in every direction except the common shift of $u$. Two maxima can differ only by that shift.

For existence, use the shift to set $\max_ju_j=0$, and let $B$ be the largest $b_{kj}$. Each $Z_k$ is at least as large as its term with $u_j=0$, so $\ln Z_k\ge-B$. Since $u_j\le0$ and $M_j\ge1$,
\begin{equation}
\ell\le\sum_jM_ju_j+NB\le\min_ju_j+NB .
\end{equation}
Thus $\ell\to-\infty$ when any $u_j\to-\infty$. The search can be confined to a closed bounded set, on which the continuous function $\ell$ attains its maximum.

At the maximum Eq.~\eqref{grad} vanishes:
\begin{equation}
M_j=\sum_kN_k\frac{p_je^{-b_{kj}}}{Z_k}.\label{balance}
\end{equation}
Normalize $p$ and define $g_k=-\ln Z_k$, which is Eq.~\eqref{wham2}. Division by the sum multiplying $p_j$ gives Eq.~\eqref{wham1}. Conversely, a solution of the WHAM equations satisfies Eq.~\eqref{balance}, and a stationary point of a concave function is a maximum. This proves part (i). $\square$

Equation~\eqref{balance} has a direct meaning: the pooled count in each bin equals the count that the fitted model predicts for all runs together. The program solves Eqs.~\eqref{wham1} and \eqref{wham2} by evaluating them in turn until the $g_k$ stop changing.

\paragraph{Remark on overlap.} Without assumption (A3) uniqueness can fail. Suppose two runs are confined by infinite walls to sets of bins with no bin in common. Multiplying all $p_j$ of one set by a factor leaves every $P_{kj}$ unchanged, so the data do not fix the relative weight of the two sets. Finite biases remove this ambiguity but do not guarantee a precise answer, as the curvature in Section 4 shows.

\section{One weight per sample}

\paragraph{Lemma 3.} Weights on the pooled samples that maximize the likelihood obey the MBAR equations. For two states these reduce to Bennett's acceptance-ratio equation.

\paragraph{Proof.} Take the samples to be distinct and give sample $s$ the unbiased probability $w_s$. Under bias $k$ its probability is $w_se^{-b_k(x_s)}/\sum_rw_re^{-b_k(x_r)}$. Each sample was observed once, so
\begin{equation}
\ell(w)=\sum_s\ln w_s-\sum_kN_k\ln\sum_sw_se^{-b_k(x_s)}+\text{const}.
\end{equation}
This is Eq.~\eqref{loglik} with one bin per sample, $M_j\to1$ and $b_{kj}\to b_k(x_s)$. Probability placed at unobserved points would act like that of an empty bin and lower the likelihood. Lemma 2 applies and gives Eqs.~\eqref{mbar1} and \eqref{mbar2}, with a unique solution. This proves part (ii).

MBAR can also be written with the full reduced potentials $u_k=\beta U+b_k$:
\begin{equation}
e^{-f_i}=\sum_s\frac{e^{-u_i(x_s)}}{\sum_kN_ke^{f_k-u_k(x_s)}} .
\end{equation}
The factor $e^{-\beta U(x_s)}$ occurs in the numerator and in every term of the denominator, and cancels. What remains is Eq.~\eqref{mbar1} inserted in Eq.~\eqref{mbar2}. The $f_k$ are defined up to a common constant, which the condition $\sum_sw_s=1$ fixes for the $g_k$. The electronic energies of the sampled configurations are therefore not needed in the analysis, provided that all runs used the same $U$.

To reach Bennett's equation, define
\begin{equation}
q_{ks}=\frac{N_ke^{g_k-b_k(x_s)}}{\sum_lN_le^{g_l-b_l(x_s)}}
=N_ke^{g_k-b_k(x_s)}w_s .\label{q}
\end{equation}
Clearly $\sum_kq_{ks}=1$. Summing over samples and using Eq.~\eqref{mbar2} gives
\begin{equation}
\sum_sq_{ks}=N_ke^{g_k}e^{-g_k}=N_k .\label{sumq}
\end{equation}
In the fitted model, $q_{ks}$ is the probability that a pooled sample found at $x_s$ came from run $k$. For $K=2$, split Eq.~\eqref{sumq} with $k=2$ by the true origin of the samples, and write $N_2$ as a sum of ones over run 2:
\begin{equation}
\sum_{s\in1}q_{2s}+\sum_{s\in2}q_{2s}=N_2=\sum_{s\in2}(q_{1s}+q_{2s}).
\end{equation}
The sum of $q_{2s}$ over run 2 cancels. With $\Delta b=b_2-b_1$ and $\Delta g=g_2-g_1$, the remaining terms are
\begin{equation}
\sum_{s\in1}\frac{1}{1+\frac{N_1}{N_2}e^{\Delta b(x_s)-\Delta g}}
=\sum_{s\in2}\frac{1}{1+\frac{N_2}{N_1}e^{-\Delta b(x_s)+\Delta g}} ,
\end{equation}
which is Bennett's equation for $\Delta g$. $\square$

\section{From MBAR to WHAM and back}

\paragraph{Proof of part (iii).} If $b_k(x_s)=b_{kj}$ throughout bin $j$, Eq.~\eqref{mbar1} gives every sample in that bin the same weight. There are $M_j$ of them, so
\begin{equation}
\sum_{s\in j}w_s=\frac{M_j}{\sum_kN_ke^{g_k-b_{kj}}}=p_j .
\end{equation}
Grouping Eq.~\eqref{mbar2} by bins gives
\begin{equation}
e^{-g_k}=\sum_je^{-b_{kj}}\sum_{s\in j}w_s=\sum_jp_je^{-b_{kj}} .
\end{equation}
These are the WHAM equations, whose solution is unique. $\square$

Running WHAM with bin-centre biases is therefore the same as running MBAR after rounding the bias of every sample to its value at the bin centre. No narrow-bin limit is involved in this identity. The limit enters when WHAM is compared with MBAR for the true biases.

\paragraph{Proof of part (iv).} By Eq.~\eqref{sumq}, the MBAR solution makes the gradient of
\begin{equation}
A(g)=\sum_s\ln\sum_kN_ke^{g_k-b_k(x_s)}-\sum_kN_kg_k
\end{equation}
vanish, because $\partial A/\partial g_k=\sum_sq_{ks}-N_k$. Differentiating once more,
\begin{equation}
\frac{\partial^2A}{\partial g_k\partial g_l}=\sum_s\left(q_{ks}\delta_{kl}-q_{ks}q_{ls}\right).\label{hess}
\end{equation}
Along a vector $v$ this equals $\sum_s\mathrm{Var}_{q_s}(v)$, where $\mathrm{Var}_{q_s}(v)$ is the variance of $v_k$ under the probabilities $q_{ks}$. All $q_{ks}$ are positive, so the sum is positive unless all $v_k$ are equal. Fixing $g_1=0$ excludes that direction and leaves an invertible matrix. By the implicit function theorem the solution $g$ is a smooth function of the numbers $b_k(x_s)$ near their true values. The later shift that restores $\sum_sw_s=1$ is smooth as well.

A sample lies at most $h/2$ from its bin centre. If $|db_k/d\xi|\le\Lambda$, rounding changes each $b_k(x_s)$ by at most $\Lambda h/2$. A smooth function responds to a small change by at most a constant times its size, which gives the bound $Ch$. By part (iii) the solution with rounded biases is the WHAM solution. $\square$

\paragraph{Remark on precision.} If neighbouring runs hardly overlap, each sample has one $q_{ks}$ close to one and the others close to zero. The variances in Eq.~\eqref{hess} are then small for a vector $v$ that shifts one group of runs against the rest. The solution is still unique, but $A$ is nearly flat in that direction and the corresponding free-energy difference is poorly determined.

\paragraph{Remark on correlated data.} Successive configurations of a trajectory are correlated, which violates (A2). One remedy divides $n_{kj}$ and $N_k$ by a statistical inefficiency $\tau_k$, the number of steps per effectively independent sample. If all $\tau_k$ are equal, the factor cancels in Eq.~\eqref{wham1} and the estimate is unchanged, although its uncertainty grows. If they differ, the runs are weighted differently. One $\tau_k$ per run is itself an approximation, since correlation times may vary with $\xi$.

\section{The systematic error of bin-centre biases}

More data do not remove the error made by replacing the average in Eq.~\eqref{average} by a central value. Let $c=e^{-b_k}$, let $\rho$ and $c$ be smooth with $\rho>0$ on a finite interval, and expand about a bin centre. Odd powers integrate to zero, and $\int_{-h/2}^{h/2}t^2dt=h^3/12$, so
\begin{equation}
\frac{\int_j\rho c\,d\xi}{\int_j\rho\,d\xi}
=\frac{\rho c+\frac{h^2}{24}(\rho c)''}{\rho+\frac{h^2}{24}\rho''}+O(h^4)
=c+\frac{h^2}{24}\left(c''+\frac{2\rho'c'}{\rho}\right)+O(h^4).
\end{equation}
The term $c\rho''/\rho$ from $(\rho c)''$ has cancelled against the denominator. Bin-centre biases are thus wrong by order $h^2$.

With unlimited data, $M_j$ is proportional to $\sum_kN_kP_{kj}$. If the true averages are used for $e^{-b_{kj}}$, the true $p_j$ satisfy Eq.~\eqref{balance}, and WHAM returns the true $g_k$. Bin-centre values perturb this solution. The matrix \eqref{hess} divided by $N$ tends to a fixed invertible matrix as $h\to0$, again with $g_1=0$, so the perturbation of $g$ is also of order $h^2$. For a finite data set the sample positions within a bin do not average to its centre, and part (iv) guarantees no more than order $h$.

\section{Worked example}

The model potential is $U=B(x^2-1)^2+sx$ with $x=\xi$ in bohr, $B=0.008$ hartree and $s=0.001$ hartree/bohr. At 300 K, $k_{\rm B}T=9.50\times10^{-4}$ hartree. Fifteen harmonic biases $\frac12\kappa(x-c_k)^2$ with $\kappa=0.08$ hartree/bohr$^2$ have centres from $-1.4$ to $1.4$ bohr in steps of 0.2. They supply alternately 1000 and 500 independent samples, 11\,500 in all, drawn directly from the biased densities. The numerical check maximizes the multinomial likelihood directly and also solves WHAM and MBAR by separate algorithms.

For $h=0.1$ bohr, the bin from 0 to 0.1 bohr near the barrier top holds $M_j=190$ samples. The denominator of Eq.~\eqref{wham1} is $9.438\times10^6$, so
\begin{equation}
p_j=\frac{190}{9.438\times10^6}=2.01\times10^{-5}.
\end{equation}
Quadrature gives $2.22\times10^{-5}$; the estimate is 9\% below it. Pooling the histograms without reweighting would give $190/11\,500=1.65\times10^{-2}$, about 740 times the quadrature value, because the biases centred near $x=0$ hold their samples close to the barrier, which the unbiased system rarely visits.

For this data set the largest difference between the $g_k$ of WHAM and MBAR is 0.040 at $h=0.1$ bohr, $5.3\times10^{-4}$ at 0.001 bohr and $4.9\times10^{-5}$ at 0.0001 bohr. At 0.01 bohr it is $8.8\times10^{-3}$, so successive tenfold reductions of $h$ lower it by factors of about 4.5, 17 and 11. The decrease is roughly proportional to $h$, as the bound $Ch$ allows, but the factor scatters, because the offsets of the samples from their bin centres change irregularly with $h$. At $h=0.1$ bohr the difference also contains the systematic $h^2$ error of Section 5, which at this width is of the same size, as the next paragraph shows.

With exact bin populations in place of sampled counts, the largest error in $g_k$ is 0.0465, 0.0116 and 0.0029 for $h=0.1$, 0.05 and 0.025 bohr. Each halving divides it by 4.0, as the $h^2$ law requires. For a rough scale, $c''/c=b_k'^2-b_k''$ with $b_k''=\kappa/k_{\rm B}T=84.2$ bohr$^{-2}$, so at $h=0.1$ bohr the curvature term alone changes $b_{kj}$ by $84.2\times0.01/24=0.035$. The sum of the two slope terms, $\frac{h^2}{24}\left(b_k'^2-2b_k'\rho'/\rho\right)$, averaged in magnitude over the biased density of a window, lies within a factor of about four of this value. The curvature term is the same in every bin and window, so by Eqs.~\eqref{wham1} and \eqref{wham2} leaving it out lowers every $g_k$ by 0.035 and changes neither the $p_j$ nor the differences $g_k-g_l$. The slope terms vary from bin to bin, and their effect on $g_k$ combines the changes in all bins and differs between windows, so 0.035 gives only the order of magnitude of the total error. Using the true in-bin averages at $h=0.1$ bohr reduces the error to about $10^{-10}$, which confirms its cause.

The free energy of the right basin, $x>0$, relative to the left is 0.00195 hartree (5.115 kJ/mol) by quadrature. MBAR gives 0.00214 hartree (5.61 kJ/mol) for this data set. The deviation of 0.00019 hartree is about one standard deviation, 0.00020 hartree, as found from 30 independent data sets. Their mean is $0.00194\pm0.00004$ hartree.

WHAM with $h=0.4$ bohr gives 0.00200 hartree, closer to quadrature than MBAR for the same data. This is no sign of accuracy: the largest difference between its $g_k$ and those of MBAR is 2.6, that is, $2.6\,k_{\rm B}T$ in free energy. One basin difference can look right while the free energies of the biased states are wrong, so the bin width should be judged by the change in all $g_k$ when $h$ is reduced.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature = 300 K, kT = 9.5004e-04 hartree
U = B(x^2-1)^2 + s x (x in bohr): B = 0.008 hartree, s = 0.001 hartree/bohr
spring constant = 0.08 hartree/bohr^2
windows = 15, centres -1.4 to 1.4 bohr, spacing 0.2 bohr
samples per window, alternating = 1000, 500; total = 11500
likelihood maximum vs WHAM, h = 0.4 bohr, 8 occupied bins:
  largest difference in ln p = 1.3e-06
WHAM vs MBAR with rounded biases, largest gap = 8.9e-11
bin width (bohr), max |g_WHAM - g_MBAR|, basin dF (hartree):
  0.4     2.60e+00  0.002000
  0.2     2.24e-01  0.002293
  0.1     3.99e-02  0.002170
  0.05    3.00e-02  0.002160
  0.01    8.80e-03  0.002129
  0.001   5.32e-04  0.002136
  0.0001  4.86e-05  0.002136
Bennett, windows at 0.0 and 0.2 bohr: g difference = -0.723204
two-state MBAR: g difference = -0.723204
exact populations: bin width (bohr), max |g_WHAM - g_exact|:
  0.1    4.652e-02
  0.05   1.158e-02
  0.025  2.899e-03
error ratio on last halving = 3.996
same with in-bin averages of exp(-b), h = 0.1: 8.4e-11
barrier bin from 0 to 0.1 bohr, sampled data:
  pooled count M = 190, denominator = 9.4376e+06
  WHAM p = 2.0132e-05, exact p = 2.2197e-05
  naive pooled fraction M/N = 1.6522e-02
  height above most probable bin: WHAM 0.009080, exact 0.008935 hartree
free energy of right basin minus left basin:
  quadrature = 0.001948 hartree = 5.115 kJ/mol
  MBAR, one data set = 0.002136 hartree = 5.609 kJ/mol
  standard deviation over 30 data sets = 0.000195 hartree
  mean over data sets = 0.001941 +/- 0.000036 hartree
\end{verbatim}
